Splitting the Nyquist coefficient in zero-padded FFT interpolation of energy bands

Zero-padded FFT interpolation of bands: the Nyquist coefficient

What goes wrong

A band energy is known on a coarse regular grid of N points in the Brillouin zone and is wanted on a finer grid of M points. The fast route is to Fourier transform the samples, insert M − N zeros among the high frequencies and transform back. For even N one coefficient, the one with index N/2, has no obvious side of the zeros to go to. In the model chain worked below, with N = 4 and a band running from 0.4 to 1.6 eV, putting it wholly on one side gives the band an imaginary part of 0.083 eV midway between the samples. A certain complex weighting removes the imaginary part but gives a slope at Γ equivalent to 1.0×10⁵ m/s, where symmetry demands zero. Copying the whole coefficient to both sides makes the curve miss its own input data by 0.083 eV. In the first two cases the values at the coarse points are correct, though the slopes there differ from those of the correct treatment (in the first case by a purely imaginary term), and in the third the values at the midpoints between them are those of the correct treatment, so a check of values at one set of points can pass with the fault present.

Conventions and the family of interpolants

Take a chain of period a and set x = ka, so that E(x) has period 2π. The grid contains Γ: x_j = 2πj/N, j = 0, …, N−1, with real samples E_j. Define for every integer n

C_n = (1/N) Σ_j E_j e^{−inx_j}.

Since e^{−iNx_j} = e^{−2πij} = 1, C_{n+N} = C_n. The sum of e^{in(x_l − x_j)} over N consecutive integers n is a geometric series with ratio q = e^{2πi(l−j)/N}. For l = j every term is 1 and the sum is N. For l ≠ j it is proportional to (1 − q^N)/(1 − q), which vanishes because q^N = 1 and q ≠ 1. Inserting the definition of C_n therefore gives

Σ_n C_n e^{inx_l} = (1/N) Σ_j E_j Σ_n e^{in(x_l − x_j)} = E_l.

The waves e^{inx} and e^{i(n+N)x} agree on the grid and differ off it. To evaluate between samples one must decide which n each coefficient belongs to. Physically e^{inx} = e^{ikR} with lattice vector R = na, and C_n acts as a hopping amplitude over R. The natural choice is the shortest R in each class. For odd N this gives |n| ≤ (N−1)/2 with no ambiguity. For even N it fixes |n| < N/2 and leaves one class, whose shortest members +N/2 and −N/2 are equally long. Write C = C_{N/2} for this Nyquist coefficient, θ = Nx/2, and share it with a complex weight w:

f_w(x) = Σ_{|n|<N/2} C_n e^{inx} + C [w e^{iθ} + (1−w) e^{−iθ}].

At a grid point θ = πj, both exponentials equal (−1)^j, the bracket is (−1)^j for any w, and f_w(x_j) = E_j. The data do not determine w.

What fixes the weight

For real data, conjugating the definition gives C_{−n} = C_n*. The terms n and −n then add to 2 Re(C_n e^{inx}), so the sum over |n| < N/2 is real. The Nyquist coefficient is

C = (1/N) Σ_j (−1)^j E_j,

which is real. For even data, E_{−j} = E_j with j taken modulo N, which is the case for a band with E(−k) = E(k), as inversion or time reversal gives for bands sorted by energy (under time reversal alone a single spin-split branch maps onto its partner and need not be even), relabelling j → −j in the definition gives C_{−n} = C_n. Together with C_{−n} = C_n* this makes every C_n real, and the sum over |n| < N/2 becomes C_0 + 2 Σ C_n cos nx over 0 < n < N/2, an even function.

Expanding both exponentials in the bracket,

w(cos θ + i sin θ) + (1−w)(cos θ − i sin θ) = cos θ + i(2w − 1) sin θ,

because the cosine terms add to w + (1−w) = 1 and the sine terms to i[w − (1−w)]. Hence

f_w(x) − f_{1/2}(x) = i(2w − 1) C sin(Nx/2),

and f_{1/2} has the Nyquist term C cos(Nx/2), real and even. Let C ≠ 0 and write w = 1/2 + c + ib with c and b real, so that i(2w − 1) = 2ic − 2b.

Realness: the imaginary part of f_w is 2cC sin θ, which vanishes for all x only if c = 0, that is Re w = 1/2. Among real weights this is the equal split, but realness alone leaves b free.

Inversion symmetry: for even data the odd part of f_w is the whole of (2ic − 2b) C sin θ, which vanishes only if b = c = 0. Evenness alone forces w = 1/2. For c = 0 the odd term is −2bC sin(Nx/2), and its derivative at x = 0 is

df/dx at Γ = −2bC · N/2 = −bNC,

a spurious group velocity v = (1/ħ) dE/dk = (a/ħ) df/dx.

If C = 0 the weight is irrelevant. For real w the deviation from f_{1/2} is purely imaginary, so in one dimension Re f_w = f_{1/2}: discarding the imaginary part of the unsplit result repairs it. This repair does not carry over to two dimensions. The same identity applies to Hermitian matrices H(x_j) transformed element by element: C is then a Hermitian matrix, and with one weight common to all elements i(2w−1) C sin θ is Hermitian only for Re w = 1/2. Weights that differ between elements keep the result Hermitian if w_ba = 1 − w_ab*, and for elements between orbitals at different sites they can be the better choice: for the chain Hamiltonian of the example below at N = 2, the weights 1 for the element t1 + t2 e^{ix} and 0 for its conjugate reproduce H exactly, while the equal split replaces e^{ix} by cos x and errs by up to t2.

The equal split is also the smoothest member of the family. Let ⟨·⟩ be the average over 0 ≤ x < 2π, for which ⟨e^{i(n−m)x}⟩ = δ_nm. The squared moduli of the two weights add to

|1/2 + δ|² + |1/2 − δ|² = 1/2 + 2|δ|², δ = w − 1/2,

since the cross terms +Re δ and −Re δ cancel. Differentiation multiplies each coefficient by in, so

⟨|f_w|²⟩ = Σ_{|n|<N/2} |C_n|² + C² (1/2 + 2|δ|²),

⟨|df_w/dx|²⟩ = Σ_{|n|<N/2} n²|C_n|² + (N/2)² C² (1/2 + 2|δ|²).

Both are least at δ = 0. The zone average ⟨f_w⟩ = C_0 does not depend on w and equals the plain mean of the samples, so interpolation cannot improve the zone integral of the interpolated quantity itself. It matters for nonlinear functionals such as occupations, densities of states and squared velocities, and these can depend on w.

Closed form

Insert the definition of C_n into f_{1/2} and set u = x − x_j. The Nyquist term carries (−1)^j cos(Nx/2), which equals cos(Nx/2 − πj) = cos(Nu/2). Thus f_{1/2}(x) = Σ_j E_j D(x − x_j) with

N D(u) = Σ_{n=−h}^{h} e^{inu} + cos(Nu/2), h = N/2 − 1.

Multiplying the sum by e^{iu/2} − e^{−iu/2} = 2i sin(u/2) makes it telescope to e^{i(h+1/2)u} − e^{−i(h+1/2)u}, so the sum is sin((h+1/2)u)/sin(u/2). With h + 1/2 = (N−1)/2 and the subtraction formula for the sine,

sin(Nu/2 − u/2)/sin(u/2) = sin(Nu/2) cot(u/2) − cos(Nu/2).

The cosine cancels against the Nyquist term:

D(u) = sin(Nu/2) cot(u/2) / N, with D(0) = 1.

D is real and even, so real data give a real curve and reversed data give the reversed curve. For odd N, h = (N−1)/2 and D(u) = sin(Nu/2)/(N sin(u/2)). The kernel involves no FFT and serves as a reference for testing an implementation.

The scheme

Use the convention X_n = Σ_j E_j e^{−2πinj/N} = N C_n for the forward transform, and the factor 1/M in the inverse transform of length M. At the fine points y_l = 2πl/M the wave e^{−iny_l} equals e^{i(M−n)y_l}, so frequency −n is stored in slot M − n, and in the input it sits in slot N − n. The inverse transform divides by M where the definition of C_n divides by N, which the factor M/N corrects.

  input: E[0..N−1], M > N
  X = FFT(E)
  Y[0..M−1] = 0
  h = floor((N−1)/2)
  for n = 0..h: Y[n] = X[n]
  for n = 1..h: Y[M−n] = X[N−n]
  if N is even:
      Y[N/2] = X[N/2] / 2
      Y[M−N/2] = X[N/2] / 2
  return (M/N) · IFFT(Y)

M need not be a multiple of N, but all samples reappear in the output only if it is. For even N, M > N is required: for M = N the two Nyquist slots coincide and the second assignment overwrites the first, losing half the coefficient. In d dimensions the padding is applied along each axis in turn. For derivatives, multiply the padded array by i times the signed frequency (n in slot n, −n in slot M − n) after the split. The Nyquist contribution to the slope is then −(N/2) C sin θ, zero on the coarse grid and nonzero between its points.

The cost is of order N log N + M log M operations and M complex numbers of storage, and of order M^d log M in d dimensions; the split adds nothing. The kernel sum costs of order NM in one dimension. That is competitive when N is no larger than about log M, and the sum also serves points that lie on no regular fine grid; for larger N on a regular fine grid the FFT count is the lower one.

Stability

The map from data to curve is linear, so noise ε_j in the samples is interpolated on its own, with coefficients c_n. The orthogonality sum gives (1/N) Σ_j ε_j² = Σ |c_n|² over N consecutive n. In ⟨|f_{1/2}|²⟩ the Nyquist coefficient has weight 1/2 in place of 1, so the root-mean-square noise of the curve does not exceed that of the data. Since n² ≤ (N/2)², the root-mean-square noise in the slope is at most N/2 times that of the data.

The pointwise amplification is at most Σ_j |D(x − x_j)|. For even N, with the cotangent form of D, two bounds hold for |u| ≤ π. First |D| ≤ 1, since N D is a sum of N terms of modulus at most 1. Second |D| ≤ 2/(N|u|), since tan(|u|/2) ≥ |u|/2. The nearest node on each side of x contributes at most 1. The further nodes on each side lie at distances of at least 2πp/N, p = 1, …, N/2, and contribute at most 1/(πp) each. With Σ 1/p ≤ 1 + ln(N/2),

Σ_j |D(x − x_j)| ≤ 2 + (2/π)(1 + ln(N/2)).

This is an upper bound, growing only logarithmically with N.

Accuracy

Let the true band be E(x) = Σ_n t_n e^{inx} with Σ|t_n| finite. Inserting it into C_n and using Σ_j e^{i(p−n)x_j} = N when p − n is a multiple of N and 0 otherwise,

C_n = Σ_m t_{n+mN}, and in particular C = t_{N/2} + t_{−N/2} + t_{3N/2} + t_{−3N/2} + … .

The Nyquist coefficient already holds both hoppings ±Na/2, and the split hands half back to each. By linearity E − f_{1/2} = Σ_n t_n [e^{inx} − φ_n(x)], where φ_n is the interpolant of the single wave e^{inx}: the shortest alias of that wave, or cos θ if n is an odd multiple of N/2, so that |φ_n| ≤ 1. Terms with |n| < N/2 vanish. The pair ±N/2 gives t_{N/2}(e^{iθ} − cos θ) + t_{−N/2}(e^{−iθ} − cos θ) = i(t_{N/2} − t_{−N/2}) sin θ, which is zero for an even band. Each remaining term is at most 2|t_n|, so for an even band

|E(x) − f_{1/2}(x)| ≤ 2 Σ_{|n|>N/2} |t_n| = 4 Σ_{n>N/2} |t_n|.

An even band with hoppings up to and including range N/2 is recovered exactly. A component sin(Nx/2) of a band that is not even vanishes on the grid, leaves no trace in the data and is lost.

Failure modes

Real-to-complex transforms. An inverse real FFT of length M takes the slots 0 to M/2 and supplies the rest as complex conjugates. After padding, slot N/2 is an ordinary slot with its own mirror image, so an unhalved X_{N/2} produces C e^{iθ} + C e^{−iθ} = 2C cos θ. The excess C cos θ equals C(−1)^j at the samples and vanishes at the midpoints. The curve is real, and for even data also even, yet it misses the samples whenever C ≠ 0. X_{N/2} must be halved before the call.

Shifted grids. For x_j = 2π(j + 1/2)/N the FFT scheme gives a function g of x − π/N, and the split Nyquist term is C cos(Nx/2 − π/2) = C sin(Nx/2), odd in x. Inversion maps x_j to −x_j = x_{N−1−j} − 2π, so even data satisfy E_{N−1−j} = E_j, while (−1)^{N−1−j} = −(−1)^j for even N. The alternating sum cancels in pairs and C = 0. The other terms are coefficients (1/N) Σ_j E_j e^{−inx_j} times e^{inx}, and the same relabelling makes those coefficients even in n. For an even band on this one-dimensional grid every w gives the same real, even curve. The component cos(Nx/2) now vanishes at the samples, so hoppings of range N/2 are lost and exact recovery holds only for shorter ranges. In two dimensions inversion alone does not remove the Nyquist coefficients on a shifted grid, since the corner factor (−1)^{j+l} is unchanged by it, and the split is still needed.

Two dimensions. Splitting along each axis gives Σ E_jl D(x − x_j) D(y − y_l): edge coefficients are halved and the corner coefficient K = C_{N/2,N/2} is quartered. As D is real and even, the result is real and keeps inversion and each axis mirror that the data have. This is sufficient for realness and inversion symmetry, but not necessary. Take real inversion-symmetric data, for which C_{n,m} is real and C_{−n,−m} = C_{n,m}, and form the real part of the unsplit sum, Σ C_{n,m} cos(nx + my) with −N/2 < n, m ≤ N/2. It is real, even under (x, y) → (−x, −y), and reproduces the data. Interior terms agree with the split form. On the edge n = N/2, with θ_x = Nx/2, periodicity gives C_{N/2,−m} = C_{−N/2,−m} = C_{N/2,m}, so in cos(θ_x + my) = cos θ_x cos my − sin θ_x sin my the sine products cancel between m and −m, and the split form is left; the other edge behaves alike. The corner has no partner: K cos(θ_x + θ_y) = K cos θ_x cos θ_y − K sin θ_x sin θ_y. Hence

Re f_unsplit − f_split = −K sin(Nx/2) sin(Ny/2).

This term is odd under x → −x. For mirror-symmetric data the values of Re f_unsplit at (x, y) and (−x, y) differ by up to 2|K|.

Oblique axes. For general data the axis-wise split keeps only those symmetries that map the index box |n|, |m| ≤ N/2 to itself. With primitive vectors a1, a2 at 120°, the threefold rotation of a hexagonal lattice sends a1 → a2 and a2 → −a1 − a2, so it acts as (n, m) → (−m, n − m); it takes (N/2, −N/2) to (N/2, N), outside the box. The rule that extends the one-dimensional argument is to share each coefficient equally among its shortest aliased lattice vectors, the Wigner–Seitz construction, because that set is defined by lengths alone and is carried into itself by the point group, provided the grid itself has that symmetry (N × N for the hexagonal lattice, not N1 × N2 with N1 ≠ N2). The program does not treat this case.

Kinks. The error bound is small only if t_n decays quickly. Eigenvalues sorted by energy have kinks at band crossings, and the limit t2 = t1 of the example below shows the effect. The choice of w does not change the tail of t_n.

Worked example

Take a dimerised chain with round model parameters t1 = 1.0 eV, t2 = 0.6 eV, a = 4.0 Å. The Bloch Hamiltonian has zero diagonal and off-diagonal element t1 + t2 e^{ix}, so the upper band is

E(x) = |t1 + t2 e^{ix}| = √(t1² + t2² + 2 t1 t2 cos x).

With r = t2/t1 = 0.60 and z = e^{ix}, E = t1 (1 + rz)^{1/2} (1 + r/z)^{1/2}. Both binomial series converge for r < 1. With B_m = binom(1/2, m), the power z^n arises from the term m + n of the first series and the term m of the second:

t_n = t1 Σ_{m≥0} B_m B_{m+n} r^{2m+n}, n ≥ 0, and t_{−n} = t_n.

Since B_{p+1}/B_p = (1/2 − p)/(p + 1) tends to −1, the ratio B_{m+n}/B_n tends to (−1)^m with modulus at most 1, and t_n/(t1 B_n r^n) tends to Σ_m B_m (−r²)^m = √(1 − r²), which is not zero. So t_{n+1}/t_n approaches −r (n − 1/2)/(n + 1) and finally −r. At n = 60 this expression is −0.6 × 59.5/61 = −0.5852, which agrees to the four digits shown with the computed t_61/t_60 = −0.5852. The decay is exponential while the gap is open. At r = 1, E = 2 t1 cos(x/2) for |x| ≤ π, with a kink at x = π, and

t_n = (1/π) ∫_0^π 2 t1 cos(x/2) cos nx dx = (t1/π)(−1)^n [1/(n + 1/2) − 1/(n − 1/2)] = −(t1/π)(−1)^n/(n² − 1/4),

where 2 cos(x/2) cos nx = cos((n + 1/2)x) + cos((n − 1/2)x) was used. The tail sum, and with it the bound, then falls only as 1/N.

For N = 4 the samples are 1.6000, 1.1662, 0.4000, 1.1662 eV. The transform has factors (−i)^{nj}:

X_0 = 1.6000 + 1.1662 + 0.4000 + 1.1662 = 4.3324 eV

X_1 = X_3 = 1.6000 − 0.4000 = 1.2000 eV (the terms ∓i E_1 and ±i E_3 cancel)

X_2 = 1.6000 − 1.1662 + 0.4000 − 1.1662 = −0.3324 eV

so C_0 = 1.0831, C_1 = 0.3000 and C = −0.0831 eV. For M = 8 the padded array, before the factor M/N = 2, is 4.3324, 1.2000, −0.1662, 0, 0, 0, −0.1662, 1.2000 eV, and

f_{1/2}(x) = 1.0831 + 0.6000 cos x − 0.0831 cos 2x.

At x = π/4 this is 1.0831 + 0.6000 × 0.7071 = 1.5074 eV against the exact 1.4861 eV. At x = 3π/4 it is 1.0831 − 0.4243 = 0.6588 eV against 0.7152 eV, an error of 0.056 eV or about 8% of the exact value there.

For w = 1 the deviation is iC sin 2x, that is −0.0831i eV at π/4 and +0.0831i eV at 3π/4, with an unchanged real part. For w = (1 + i)/2, b = 1/2 and the deviation is −C sin 2x: the values at x = ±π/4 become 1.5074 + 0.0831 = 1.5905 and 1.5074 − 0.0831 = 1.4243 eV. The slope at Γ is −0.5 × 4 × (−0.0831) = 0.1662 eV. With a/ħ = 6.077×10⁵ m/s per eV this is 1.010×10⁵ m/s, about 28% of the largest true velocity of the band, 3.646×10⁵ m/s from a slope of 0.6000 eV. The unhalved real transform returns 1.6000 − 0.0831 = 1.5169 eV at Γ and 1.1662 + 0.0831 = 1.2493 eV at π/2, and the midpoint values of the split curve.

The true coefficients t_0 to t_6 are 1.09224, 0.28581, −0.04069, 0.01187, −0.00437, 0.00182, −0.00081 eV. The aliasing sum 2(t_2 + t_6 + …) = −0.08310 eV equals C, and the pair ±N/2 supplies 2t_2 = −0.08137 eV of it. The zone average C_0 = 1.0831 eV lies below t_0 = 1.0922 eV, chiefly through 2t_4 = −0.0087 eV.

The mean-square slope is 2 × 0.3000² + 4 × 0.0831² × (1/2) = 0.1800 + 0.0138 = 0.1938 eV² for the split and 0.1800 + 0.0276 = 0.2076 eV² for the other two weights, both of which have |δ| = 1/2. The exact band gives 0.1800 eV², below all three: the minimum property holds within the family of interpolants, to which the true band does not belong.

The mean square of the energy favours the wrong weights. The split gives ⟨f²⟩ = 1.3565 eV², the other two give 1.3600 eV², and the exact value is 1.3600 eV². For |δ| = 1/2 the Nyquist weight is 1, so ⟨|f|²⟩ equals the mean of the squared samples. In this model E² = t1² + t2² + 2 t1 t2 cos x has only harmonics 0 and ±1, and cos x averages to zero on the grid, so that mean is exact. The split falls short by C²/2 = 0.0035 eV². The agreement comes from the special form of E², and the split is not the most accurate choice for every functional.

The largest absolute errors in eV, taken over 4096 points, are:

  N    |C|        w = 1/2    w = 1      bound
  4    8.31e−2    5.64e−2    1.00e−1    7.85e−2
  8    8.77e−3    8.01e−3    1.18e−2    1.35e−2
  16   3.68e−4    4.93e−4    6.15e−4    7.57e−4
  32   2.09e−6    3.24e−6    3.85e−6    5.10e−6

The bound applies to the w = 1/2 column and holds in every row. For w = 1 the error has the real part of the split error and the imaginary part C sin θ, so its modulus is at most the root of the sum of squares of the |C| and w = 1/2 columns; for N = 16, √(3.68² + 4.93²) × 10⁻⁴ = 6.15×10⁻⁴ eV, so the limit is reached to the digits shown. In this model the unsplit fault is of the same order as the interpolation error at each N listed. Here |C|, dominated by 2|t_{N/2}|, and the tail sum both fall like |B_{N/2}| r^{N/2}, so in this model the split leaves the rate of convergence unchanged; what it does is make realness and symmetry exact at any N.

On the shifted grid the samples are 1.4861, 0.7152, 0.7152, 1.4861 eV, and 1.4861 − 0.7152 + 0.7152 − 1.4861 = 0.

For two dimensions take E = √(Δ² + ξ²), ξ = −2t(cos x + cos y) − μ, with Δ = μ = t = 0.5 eV and N = 4. The alternating sums along the rows of samples are

row 0: 2.5495 − 1.5811 + 0.7071 − 1.5811 = 0.0944 eV (0.0943 eV from the unrounded samples)

rows 1 and 3 (equal by the mirror): 1.5811 − 0.7071 + 0.7071 − 0.7071 = 0.8740 eV

row 2: 0.7071 − 0.7071 + 1.5811 − 0.7071 = 0.8740 eV

and K = (0.0944 − 0.8740 + 0.8740 − 0.8740)/16 = −0.0487 eV. At (±π/4, π/4) the product of sines is ±1. The split interpolant gives 1.9151 eV at both points; the real part of the unsplit one gives 1.9639 and 1.8664 eV, which differ by 2|K| = 0.0975 eV.

The numerical check tests the FFT scheme against the kernel sum and against a direct linear solve in a cosine and sine basis, and its output holds the samples, coefficients and errors used here.

Computed values

```
t1 = 1.0 eV, t2 = 0.6 eV, a = 4.0 Angstrom, r = 0.60, N = 4, M = 8
samples E_j (eV): 1.6000 1.1662 0.4000 1.1662
X_n (eV): 4.3324 1.2000 -0.3324 1.2000
C_0 C_1 C_2 C_3 (eV): 1.0831 0.3000 -0.0831 0.3000
padded Y, split (eV): 4.3324 1.2000 -0.1662 0.0000 0.0000 0.0000 -0.1662 1.2000
exact band, l=0..7 (eV): 1.6000 1.4861 1.1662 0.7152 0.4000 0.7152 1.1662 1.4861
f, w=1/2 (eV): 1.6000 1.5074 1.1662 0.6588 0.4000 0.6588 1.1662 1.5074
Re f, w=1 (eV): 1.6000 1.5074 1.1662 0.6588 0.4000 0.6588 1.1662 1.5074
Im f, w=1 (eV): 0.0000 -0.0831 0.0000 0.0831 0.0000 -0.0831 0.0000 0.0831
f, w=(1+i)/2 (eV): 1.6000 1.5905 1.1662 0.5757 0.4000 0.7419 1.1662 1.4243
irfft without halving (eV): 1.5169 1.5074 1.2493 0.6588 0.3169 0.6588 1.2493 1.5074
true t_0..t_6 (eV): 1.09224 0.28581 -0.04069 0.01187 -0.00437 0.00182 -0.00081
2(t_2+t_6+...) = -0.08310 eV, 2 t_2 = -0.08137 eV, C = -0.08310 eV
t_61/t_60 = -0.5852
a/hbar = 6.0771e+05 m/s per eV
slope at Gamma, w=(1+i)/2: 0.1662 eV = 1.010e+05 m/s
largest true slope: 0.6000 eV = 3.646e+05 m/s
zone average: interpolant 1.0831 eV, exact 1.0922 eV
w=1/2: <|f|^2> = 1.3565 eV^2, <|df/dx|^2> = 0.1938 eV^2
w=1: <|f|^2> = 1.3600 eV^2, <|df/dx|^2> = 0.2076 eV^2
w=(1+i)/2: <|f|^2> = 1.3600 eV^2, <|df/dx|^2> = 0.2076 eV^2
exact: <E^2> = 1.3600 eV^2, <(dE/dx)^2> = 0.1800 eV^2
N, |C|, max error w=1/2, max |error| w=1, bound (eV):
  4 8.310e-02 5.635e-02 1.004e-01 7.848e-02
  8 8.773e-03 8.009e-03 1.179e-02 1.351e-02
 16 3.678e-04 4.929e-04 6.150e-04 7.568e-04
 32 2.087e-06 3.236e-06 3.851e-06 5.095e-06
shifted grid samples (eV): 1.4861 0.7152 0.7152 1.4861  |C| = 0.0000 eV
2D: Delta = 0.5 eV, mu = 0.5 eV, t = 0.5 eV, N = 4
2D samples row 0 (eV): 2.5495 1.5811 0.7071 1.5811
2D samples row 1 (eV): 1.5811 0.7071 0.7071 0.7071
2D samples row 2 (eV): 0.7071 0.7071 1.5811 0.7071
2D corner coefficient = -0.0487 eV, largest mirror violation = 0.0975 eV
2D at (pi/4, pi/4): split 1.9151 eV, Re unsplit 1.9639 eV
2D at (-pi/4, pi/4): split 1.9151 eV, Re unsplit 1.8664 eV
```
